\section*{Local Sum Rule for Metal-Induced Gap States in a Tight-Binding Contact}

\section{The decision: which windows to integrate}

A contact calculation can deliver a local density of states with weight inside the semiconductor gap. Before turning that weight into a charge, one must decide whether to add it to an unchanged valence band or to recompute the band integrals as well. The local sum rule requires the second choice. Coupling to a metal redistributes the weight of a semiconductor orbital and creates none.

The rule fixes the combined change of all energy windows, but does not say that the valence and conduction windows each lose weight at every site. One of them can gain. A statement about both bands holds in another form: summed over the semiconductor, the gap weight is a sum of positive contributions from the isolated valence states and the isolated conduction states. Both statements are derived here for non-interacting electrons, per spin.

\section{Model and site ledger}

The semiconductor is a semi-infinite chain of orthonormal orbitals $|j\rangle$, $j=1,2,\ldots$, with energy $+\Delta$ on odd sites, $-\Delta$ on even sites, and nearest-neighbour hopping $t>0$. Site 1 is coupled by a real matrix element $V$ to the end orbital $|m\rangle$ of a semi-infinite metallic chain with site energy zero and hopping $t_m$. We take $2t_m>\Delta$, so the metal band covers the gap. Energies are measured in units of $t$.

For a Bloch wave with phase $k$ per site, the two sublattice equations are $(E-\Delta)a=2t\cos k\,b$ and $(E+\Delta)b=2t\cos k\,a$. Their product gives
\begin{equation}
E^2=\Delta^2+4t^2\cos^2k .
\end{equation}
The isolated bands therefore occupy $\Delta\le|E|\le E_{\rm top}$, with $E_{\rm top}=\sqrt{\Delta^2+4t^2}$.

This termination has no end state. Such a state would have amplitudes $aq^{n-1}$ and $bq^{n-1}$ on the odd and even sites of cell $n$, with $|q|<1$. The equations at sites 1 and 3 are $(E-\Delta)a=tb$ and $(E-\Delta)aq=tb(1+q)$. Inserting the first in the second gives $b=0$. The equation at site 2 then requires $a(1+q)=0$, hence $q=-1$ for $a\ne0$, which does not decay.

Let $H$ be the coupled Hamiltonian and $G(z)=(z-H)^{-1}$. The local density of states is
\begin{equation}
\rho_j(E)=-\frac1\pi\,{\rm Im}\,G_{jj}(E+i0)
=\sum_k|\langle j|k\rangle|^2\delta(E-E_k),
\end{equation}
where the sum includes continua and bound states. Completeness of the eigenstates gives
\begin{equation}
\int\rho_j\,dE=\langle j|\Big(\sum_k|k\rangle\langle k|\Big)|j\rangle=1 .
\end{equation}
The same holds for the isolated density $\rho_j^0$. With $\Delta\rho_j=\rho_j-\rho_j^0$, cutting the energy axis at the isolated band edges yields
\begin{equation}
\Delta W_v(j)+\Delta W_c(j)+W_{\rm gap}(j)+W_{\rm out}(j)=0 .
\label{ledger}
\end{equation}
Here $W_{\rm out}$ is the weight at $|E|>E_{\rm top}$. Both $W_{\rm gap}$ and $W_{\rm out}$ are non-negative, because the isolated chain has no weight there. If $W_{\rm out}=0$, the two bands together supply the whole gap weight.

For a Fermi energy $E_F$ in the gap at zero temperature, the change in site occupation per spin is
\begin{equation}
\Delta n_j=W_{\rm out}^{<}(j)+\Delta W_v(j)+\int_{-\Delta}^{E_F}\rho_j\,dE ,
\end{equation}
where $W_{\rm out}^{<}$ is the part below $-E_{\rm top}$. The last term alone is not the induced charge.

\section{How the spectrum is rearranged}

Let $g$ be the resolvent of the isolated semiconductor and $g_m$ that of the isolated metal at its end orbital. Dyson's equation gives
\begin{align}
G_{jj}&=g_{jj}+g_{j1}VG_{mj}, & G_{mj}&=g_mVG_{1j},\\
G_{1j}&=g_{1j}+g_{11}VG_{mj}.
\end{align}
Eliminating $G_{mj}$ from the last equation gives $G_{1j}=g_{1j}/(1-V^2g_{11}g_m)$. Since $g_{j1}=g_{1j}$,
\begin{equation}
\Delta G_{jj}=\frac{V^2g_mg_{1j}^2}{1-V^2g_{11}g_m}.
\label{change}
\end{equation}

At large $|E|$, the leading term of $g_{1j}$ comes from the shortest path, with $j-1$ hops and $j$ factors $1/E$. Thus $g_{1j}\to t^{j-1}/E^j$, while $g_m\to1/E$, and
\begin{equation}
\Delta G_{jj}\to\frac{V^2t^{2j-2}}{E^{2j+1}} .
\end{equation}
The spectrum is bounded, so also $\Delta G_{jj}=\sum_nE^{-n-1}\int\epsilon^n\Delta\rho_j(\epsilon)\,d\epsilon$. Comparing powers gives
\begin{equation}
\int E^n\Delta\rho_j\,dE=
\begin{cases}0,&0\le n\le2j-1,\\ V^2t^{2j-2},&n=2j.\end{cases}
\label{moments}
\end{equation}
The case $n=0$ is the sum rule. The higher moments test an implementation more severely, since errors that cancel in the total weight need not cancel in them.

They also force oscillations. Suppose $\Delta\rho_j$ had only $r<2j$ sign changes, at $e_1,\ldots,e_r$. Then $\Delta\rho_j\prod_i(E-e_i)$ would have one sign and a non-zero integral. The factor $\prod_i(E-e_i)$ is a polynomial of degree at most $2j-1$, so (\ref{moments}) makes the integral zero. Hence there are at least $2j$ sign changes. For the contact worked out below with $t_m=1$, the computed numbers for sites 1, 2 and 3 are 4, 4 and 8, against minimum values of 2, 4 and 6.

\section{Gap density in closed form}

Let $g_+$ and $g_-$ be the end-site resolvents of semi-infinite semiconductor chains that start with $+\Delta$ and $-\Delta$. Then $g_{11}=g_+$. Removing the first site leaves the other kind of chain:
\begin{equation}
g_+=\frac1{E-\Delta-t^2g_-},\qquad
g_-=\frac1{E+\Delta-t^2g_+}.
\end{equation}
Clearing the denominators and setting $q=t^2g_+g_-$ gives
\begin{equation}
(E-\Delta)g_+=(E+\Delta)g_-=1+q .
\label{ends}
\end{equation}
The product of the first two members equals $(1+q)^2$, so $(E^2-\Delta^2)q/t^2=(1+q)^2$, or
\begin{equation}
q+\frac1q+2=\frac{E^2-\Delta^2}{t^2}.
\end{equation}
In the gap the right side is negative. Put $q=-e^{-2\kappa}$ with $\kappa>0$, the decaying choice. The left side becomes $2-2\cosh2\kappa=-4\sinh^2\kappa$, and therefore
\begin{equation}
\sinh\kappa=\frac{\sqrt{\Delta^2-E^2}}{2t},\qquad
g_{11}=\frac{1-e^{-2\kappa}}{E-\Delta}.
\end{equation}

Each further site multiplies $g_{1j}$ by $tg_-$ if the new site is even and by $tg_+$ if it is odd. Two steps give $q$, whose square is $e^{-4\kappa}$. For a single step to an even site, (\ref{ends}) gives
\begin{equation}
(tg_-)^2=q\frac{g_-}{g_+}=q\frac{E-\Delta}{E+\Delta}
=e^{-2\kappa}\frac{\Delta-E}{\Delta+E}.
\end{equation}

Since $g_{11}$ and $g_{1j}$ are real in the gap, the imaginary part of (\ref{change}) comes from $g_m$. For real $\alpha$, ${\rm Im}[g_m/(1-\alpha g_m)]={\rm Im}\,g_m/|1-\alpha g_m|^2$. With $\rho_m=-{\rm Im}\,g_m/\pi$,
\begin{align}
\rho_j&=R\,g_{1j}^2,\qquad
R=\frac{V^2\rho_m}{|1-V^2g_{11}g_m|^2},\\
\rho_j&=\rho_1e^{-2\kappa(j-1)}p_j,
\label{decay}
\end{align}
where $p_j=1$ on odd sites and $p_j=(\Delta-E)/(\Delta+E)$ on even sites. Inside the metal band
\begin{equation}
g_m=\frac{E-i\sqrt{4t_m^2-E^2}}{2t_m^2},\qquad |g_m|=\frac1{t_m}.
\end{equation}

The full denominator in $R$ is needed even for weak coupling. Let $\delta=\Delta-E$ be small. Then $\kappa^2\simeq\Delta\delta/(2t^2)$ and $g_{11}\simeq-2\kappa/\delta$, so $g_{11}^2\simeq2\Delta/(t^2\delta)$. Replacing $R$ by its lowest-order form $V^2\rho_m$ would make the integrated gap weight at site 1 diverge logarithmically. The denominator removes the divergence and gives the finite edge value
\begin{equation}
\rho_1(\Delta)=\frac{\rho_m(\Delta)}{V^2|g_m|^2}
=\frac{t_m^2\rho_m(\Delta)}{V^2}.
\label{edge}
\end{equation}

\section{Which states supply the gap weight}

Take first a long finite semiconductor with isolated eigenstates $|n\rangle$, energies $\epsilon_n$ and end amplitudes $c_n=\langle1|n\rangle$. Since $\langle n|g|1\rangle=c_n/(E-\epsilon_n)$, the argument that led to $\rho_j$ gives, for $E$ in the gap,
\begin{equation}
A_n(E)=-\frac1\pi{\rm Im}\,\langle n|G|n\rangle
=R\,\frac{c_n^2}{(E-\epsilon_n)^2}\ge0 .
\end{equation}
Completeness again gives $\int A_n\,dE=1$. Before contact, all of this weight lay at $\epsilon_n$, inside one band. Whatever part of $A_n$ appears in the gap is therefore missing from the original band of that state. Further parts may move to the other band or outside both.

The trace does not depend on the basis, so $\sum_j\rho_j=\sum_nA_n$. In the limit of a long chain, $\sum_nc_n^2\delta(\epsilon-\epsilon_n)$ becomes $\rho_1^0(\epsilon)$, and
\begin{equation}
\sum_j\rho_j(E)=R(E)\left[\int_v+\int_c\right]
\frac{\rho_1^0(\epsilon)}{(E-\epsilon)^2}\,d\epsilon .
\label{loans}
\end{equation}
Integrating over the gap defines the valence contribution $L_v$ and the conduction contribution $L_c$. Both are strictly positive for $V\ne0$, because $\rho_m>0$ in the gap and site 1 has weight in both bands. This is the precise sense in which gap states are borrowed from both.

$L_v$ is not the net loss of the valence energy window. That window also receives conduction character, and valence character may enter the conduction window.

\section{Why one band can gain at a site}

A single orbital mixes valence and conduction eigenstates. Two contributions can therefore raise the valence window at one site. Conduction character can enter that window, and the local density contains cross terms between the two kinds of state, which cancel in the trace but not site by site. A dimer with site energies $+\Delta$ and $-\Delta$ and hopping $t$ shows the effect of the cross terms. Let its $+\Delta$ site couple through $V$ to one level at zero energy. With $D=\sqrt{\Delta^2+t^2}$,
\begin{equation}
g_{11}=\frac{E+\Delta}{E^2-D^2}=\frac A{E+D}+\frac C{E-D},
\end{equation}
where $A=(1-\Delta/D)/2$ and $C=(1+\Delta/D)/2$. To second order $\Delta G_{11}=V^2g_{11}^2/E$. The change of valence weight is its residue at $E=-D$. The double pole contributes $A^2\,d(1/E)/dE=-A^2/D^2$, and the cross term contributes $2AC/[(-2D)(-D)]=AC/D^2$. Thus
\begin{equation}
\Delta W_v=\frac{V^2A(C-A)}{D^2}=\frac{V^2A\Delta}{D^3}>0 .
\end{equation}
The residue at $+D$ is $-V^2C\Delta/D^3$ and that at zero is $V^2\Delta^2/D^4$. Since $C-A=\Delta/D$, the three changes add to zero. For $t=1$, $\Delta=0.5$ and $V=0.05$, diagonalization gives a valence gain of $2.471\times10^{-4}$ states, and the second-order formula gives $2.472\times10^{-4}$.

\section{Worked contact}

Take $t=1$, $\Delta=0.5$ and $V=0.6$. The gap width is 1 and $E_{\rm top}=2.06$. At mid-gap $\sinh\kappa=0.25$, so $\kappa=0.2475$ and the density decay length is $1/(2\kappa)=2.02$ sites.

For $t_m=1$, $g_m(0)=-i$ and $\rho_m(0)=1/\pi$. With $e^{-2\kappa}=0.610$, $g_{11}=-0.390/0.5=-0.78$. Hence
\begin{equation}
\rho_1(0)=\frac{0.36}{\pi}\,\frac{0.78^2}{1+(0.36\times0.78)^2}\simeq0.065 .
\end{equation}
Multiplying by 0.610 per site gives 0.039 at site 2 and 0.024 at site 3.

The metal band, $|E|\le2$, lies inside the outer semiconductor edges, and for these parameters no bound state forms beyond them, so $W_{\rm out}=0$. The weight changes, in states per spin, are:
\begin{center}
\begin{tabular}{rrrr}
site & valence & gap & conduction\\
1 & $0.031$ & $0.125$ & $-0.156$\\
2 & $-0.023$ & $0.043$ & $-0.020$\\
3 & $0.004$ & $0.068$ & $-0.072$\\
4 & $-0.012$ & $0.020$ & $-0.008$
\end{tabular}
\end{center}
At site 1 the conduction window pays for both the gap weight and the valence gain: $0.125+0.031=0.156$. At this coupling both mechanisms of the previous section act: projection on isolated eigenstates splits the valence gain at site 1 into $+0.022$ from conduction character, $+0.016$ from cross terms and $-0.007$ from valence character. At site 2 both bands lose.

The larger gap weights on odd sites reflect the band edges. At $E=\Delta$, (\ref{edge}) gives $\rho_1=0.86$, while the even-site density vanishes. At $E=-\Delta$ the roles are reversed, but $g_{11}\to0$ and $g_{12}^2\to1/t^2$ give only $\rho_2=V^2\rho_m/t^2=0.11$.

Summed over all sites, the gap holds 0.445 states, of which $L_v=0.049$ and $L_c=0.396$. Conduction character thus supplies 89\%. The isolated end site has valence weight 0.211 and conduction weight 0.789, which favours conduction character in (\ref{loans}). Integrated over the gap, the energy factors there raise the conduction share from 79\% to 89\%, although close to the lower gap edge they favour valence character.

For $t_m=2$ the metal band extends beyond both semiconductor bands. Site 1 then has $W_{\rm gap}=0.112$ and $W_{\rm out}=0.040$, with $\Delta W_v=0.008$ and $\Delta W_c=-0.160$. The net band loss is 0.152, so equating it with gap weight would overestimate the latter by 0.040 states.

\section{Deep sites and finite chains}

At fixed energy inside the gap, (\ref{decay}) is exponential in depth. The integrated weight is not, because $\kappa$ vanishes at the edges. For odd $j$ let $N=j-1$. Near the upper edge $\delta=2t^2\kappa^2/\Delta$ and $d\delta=4t^2\kappa\,d\kappa/\Delta$, so
\begin{equation}
W_{\rm gap}\to\rho_1(\Delta)\frac{4t^2}{\Delta}
\int_0^\infty\kappa e^{-2N\kappa}d\kappa
=\frac{\rho_1(\Delta)t^2}{\Delta N^2}.
\end{equation}
At the lower edge $\rho_1\propto\kappa^2$, which contributes at order $N^{-4}$. The edge value of $\rho_1$ may be used when $1/|g_{11}|\simeq t^2\kappa/\Delta$ is small compared with $V^2/t_m$. As $\kappa\sim1/N$, this requires $N\gg t^2t_m/(\Delta V^2)$, about 6 for $t_m=1$. At site 401 the law gives $1.07\times10^{-5}$ states, and the full integral is 0.7\% lower. A decay length fitted to integrated gap weight therefore depends on the fitting range; it should be extracted at fixed energy. These laws are those of a single chain. At a planar contact the density is a sum over parallel momenta with different $\kappa$, so a pure exponential requires fixed parallel momentum as well, and the power changes: if the half-gap grows as $\Delta+ck_\parallel^2$, the sum over a two-dimensional $k_\parallel$ turns $N^{-2}$ into $N^{-4}$.

Finite chains of 800 semiconductor and 1200 metal sites were diagonalized to test the window weights at sites 1 to 4. The largest absolute deviations are $2\times10^{-4}$ states for $t_m=1$ and $5\times10^{-3}$ for $t_m=2$. A discrete level can fall on either side of a sharp window edge. With the gap weighting $[1-(E/\Delta)^2]^2$, which reaches zero with zero slope at the edges, the deviations fall below $10^{-6}$ states. Small band changes should not be read from sharp windows in a short chain.

\section{Conditions for use}

\begin{enumerate}
\item Use orthonormal orbitals, and integrate over the full spectrum of the chosen Hamiltonian, including bound states. A truncated energy range need not satisfy (\ref{ledger}).
\item Evaluate all windows with and without the metal, using the same band edges, and report $W_{\rm out}$ separately. If the isolated surface has a state in the gap, $W_{\rm gap}$ in (\ref{ledger}) must be replaced by its change, which can be negative. In this chain any lowering of the energy of site 1 binds such a state, because $1/g_{11}$ takes every negative value in the gap. For a shift of $-0.3$ and $t_m=1$ the gap weight at site 1 falls from 0.37 to 0.23 on contact.
\item Check the zeroth moment first, then the higher moments in (\ref{moments}). The latter are specific to a nearest-neighbour chain with a single contact link, and assume that contact changes nothing except $V$. If self-consistency shifts a site energy, the first moment of $\rho_j$ changes by that shift, because it equals $\langle j|H|j\rangle$. The zeroth moment of $\rho_j$ remains one.
\item To assign gap weight to valence or conduction character, project on isolated eigenstates and sum over the semiconductor. Local window losses do not provide that assignment.
\end{enumerate}

The numerical output lists the ledgers to site 6 and the residuals of the sum rule.

\section*{Calculated quantities}
\begin{verbatim}
T = 1.0, DELTA = 0.5 T, V = 0.6 T
gap width = 1.000 T; outer band edge = 2.0616 T
mid-gap kappa = 0.2475 per site
mid-gap LDOS decay length = 2.020 sites
mid-gap LDOS, site 1 = 0.06474 per T
mid-gap LDOS, site 2 = 0.03947 per T
mid-gap LDOS, site 3 = 0.02406 per T
isolated valence weight, site 1 = 0.21104 states
Metal hopping = 1.0 T; weight changes in states
site   valence       gap  conduction   outside
   1   0.03086   0.12466    -0.15552   0.00000
   2  -0.02308   0.04272    -0.01964   0.00000
   3   0.00401   0.06751    -0.07151   0.00000
   4  -0.01228   0.02046    -0.00818   0.00000
   5   0.00032   0.03936    -0.03968   0.00000
   6  -0.00685   0.01044    -0.00359   0.00000
largest site sum-rule residual = 7.2e-13 states
sharp-window diagonalization error = 2.2e-04 states
smooth-window diagonalization error = 2.7e-09 states
Metal hopping = 2.0 T; weight changes in states
site   valence       gap  conduction   outside
   1   0.00839   0.11211    -0.16043   0.03993
   2  -0.01849   0.02420    -0.01849   0.01277
   3   0.00069   0.06780    -0.07526   0.00676
   4  -0.00805   0.01172    -0.00710   0.00343
   5  -0.00042   0.04404    -0.04613   0.00251
   6  -0.00426   0.00605    -0.00333   0.00154
largest site sum-rule residual = 8.8e-13 states
sharp-window diagonalization error = 4.8e-03 states
smooth-window diagonalization error = 2.8e-07 states
Totals over all sites, metal hopping 1.0 T:
gap weight = 0.445 states
from valence character = 0.049 states
from conduction character = 0.396 states
smooth character-test error = 1.7e-07 states
site 1, moment 2 of LDOS change = 0.36000 T^2
site 2, moment 4 of LDOS change = 0.36000 T^4
LDOS sign changes, sites 1,2,3 = 4 4 8
dimer coupling = 0.05 T
dimer valence gain, exact = 2.4707e-04 states
dimer valence gain, second order = 2.4721e-04 states
gap weight at site 401 = 1.0626e-05 states
deep-site law at site 401 = 1.0701e-05 states
\end{verbatim}
